# Burstein–Moss Shift and Exchange in n-Type InAs: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""Burstein-Moss shift of n-type InAs at T = 0, with exchange.

Result under test, with kF = (3 pi^2 n)^(1/3) and e0 = hbar^2 kF^2/(2 mc):
  parabolic band:     shift = (1 + mc/mv) e0
  nonparabolic band:  EF (1 + EF/Eg) = e0,
                      shift = EF [1 + (mc/mv)(1 + EF/Eg)]
  exchange lowering of the edge: X = e^2 kF/(4 pi^2 eps0 epsr),
  which is half the exchange lowering of the band bottom.
Symbols: n electron density, mc and mv electron and heavy-hole masses
(in m0), Eg gap, epsr dielectric constant, so_split spin-orbit splitting.
Internal units: eV and nm. Conduction-band bottom at energy zero.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import spherical_jn

# hbar^2/(2 m0) in eV nm^2 and e^2/(4 pi eps0) in eV nm
KIN = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
COUL = const.e / (4 * np.pi * const.epsilon_0) * 1e9
HC = const.h * const.c / const.e * 1e9          # eV nm

# rounded, rough InAs inputs
Eg, mc, mv, epsr, so_split = 0.42, 0.026, 0.40, 15.0, 0.39
PER_CM3 = 1e-21                                 # cm^-3 to nm^-3


def fermi_wavenumber(n):
    return (3 * np.pi**2 * n)**(1 / 3)


def fermi_nonparabolic(kF):
    e0 = KIN * kF**2 / mc
    return Eg / 2 * (np.sqrt(1 + 4 * e0 / Eg) - 1)


def shift_nonparabolic(kF):
    EF = fermi_nonparabolic(kF)
    return EF * (1 + mc / mv * (1 + EF / Eg))


def exchange_at_kF(kF):
    return COUL * kF / (np.pi * epsr)


def kane_eight_band(kvec, split, free):
    """Eigenpairs of the S,X,Y,Z (x) spin k.p matrix.

    free = 1 includes the free-electron kinetic term, free = 0 omits it.
    The coupling is fixed by the band-edge mass mc.
    """
    kvec = np.asarray(kvec, float)
    inverse_gap = 2 / (3 * Eg) + 1 / (3 * (Eg + split))
    P = np.sqrt(KIN * (1 / mc - free) / inverse_gap)
    orbital = np.diag([0.0] + 3 * [-Eg - split / 3]).astype(complex)
    orbital[0, 1:] = P * kvec
    orbital[1:, 0] = P * kvec
    H = np.kron(orbital, np.eye(2))
    sigma = [np.array([[0, 1], [1, 0]], complex),
             np.array([[0, -1j], [1j, 0]]),
             np.array([[1, 0], [0, -1]], complex)]
    for j in range(3):
        L = np.zeros((4, 4), complex)
        a, b = (j + 1) % 3, (j + 2) % 3
        L[1 + a, 1 + b] = -1j
        L[1 + b, 1 + a] = 1j
        H += split / 3 * np.kron(L, sigma[j])
    H += free * KIN * (kvec @ kvec) * np.eye(8)
    return np.linalg.eigh(H)


def exchange_shells(k, kF):
    """Self-energy: integral over k' in the Fermi sphere, by shells.

    The angular integral of 1/|k-k'|^2 over one shell is the logarithm.
    """
    def shell(p):
        return p * np.log(abs((k + p) / (k - p))) / k
    pts = [k] if k < kF else None
    val = quad(shell, 0, kF, points=pts, limit=300)[0]
    return -COUL / (np.pi * epsr) * val


def exchange_rays(k, kF):
    """Same self-energy for k <= kF from ray lengths inside the sphere."""
    def ray(mu):
        return -k * mu + np.sqrt(max(0.0, kF**2 - k**2 * (1 - mu**2)))
    val = quad(ray, -1, 1, points=[0.0], limit=300)[0]
    return -COUL / (np.pi * epsr) * val


n_main = 1e18 * PER_CM3
kF = fermi_wavenumber(n_main)
e0 = KIN * kF**2 / mc
EF = fermi_nonparabolic(kF)
hole = KIN * kF**2 / mv
shift_par = (1 + mc / mv) * e0
shift_non = shift_nonparabolic(kF)
X = exchange_at_kF(kF)

# --- Fermi wavenumber from an explicit count of plane waves in a box
radius = 40.3
g = np.arange(-41, 42)
r2 = g[:, None, None]**2 + g[None, :, None]**2 + g[None, None, :]**2
count = 2 * np.count_nonzero(r2 <= radius**2)
box = 100.0
k_counted = fermi_wavenumber(count / box**3)
assert abs(k_counted / (2 * np.pi * radius / box) - 1) < 2e-3

# --- nonparabolic band against the eight-band matrix, huge splitting
energies, vectors = kane_eight_band([0, 0, kF], 1e5, 0)
assert abs(energies[-1] - EF) < 1e-5
light_hole_edge = energies[-1] - energies[2]
assert abs(light_hole_edge - (Eg + 2 * EF)) < 2e-5
p_weight = np.sum(abs(vectors[2:, -1])**2)
assert abs(p_weight - EF / (Eg + 2 * EF)) < 1e-4
assert abs(energies[-1] + hole - shift_non) < 1e-5
assert light_hole_edge > Eg + shift_non

# --- finite splitting and free-electron term: isotropy and size of error
EF_kane = kane_eight_band([0, 0, kF], so_split, 1)[0][-1]
tilted = kF * np.array([1, 2, -2]) / 3
assert abs(kane_eight_band(tilted, so_split, 1)[0][-1] - EF_kane) < 1e-10
assert abs(EF_kane / EF - 1) < 0.05

# --- exchange: shells against rays, and values at centre and surface
for fraction in (0.2, 0.5, 0.9, 1.0):
    a = exchange_shells(fraction * kF, kF)
    b = exchange_rays(fraction * kF, kF)
    assert abs(a / b - 1) < 1e-6
bottom = -exchange_shells(1e-3 * kF, kF)
surface = -exchange_shells(kF, kF)
assert abs(surface / X - 1) < 1e-6
assert abs(bottom / (2 * X) - 1) < 1e-5
kF8 = fermi_wavenumber(8 * n_main)
assert abs(exchange_shells(kF8, kF8) / -surface - 2) < 1e-6

# --- exchange at kF as density derivative of the exchange energy,
#     the energy being built from the real-space one-particle density matrix
hole_integral = quad(lambda x: spherical_jn(1, x)**2 / x, 0, 200,
                     limit=1000)[0]


def exchange_energy_density(n):
    return -COUL / epsr * 9 * np.pi * n**2 \
        / fermi_wavenumber(n)**2 * hole_integral


dn = 1e-3 * n_main
slope = (exchange_energy_density(n_main + dn)
         - exchange_energy_density(n_main - dn)) / (2 * dn)
assert abs(slope / -X - 1) < 1e-4

# --- absorption onset: lowest vertical transition into an empty state
k_grid = np.linspace(0.02, 3, 150) * kF
k_grid = np.sort(np.append(k_grid, kF))
transition = []
for k in k_grid:
    coupling = np.sqrt(KIN * Eg / mc) * k
    Ec = np.linalg.eigvalsh([[0, coupling], [coupling, -Eg]])[-1]
    transition.append(Eg + Ec + KIN * k**2 / mv + exchange_shells(k, kF))
transition = np.array(transition)
assert np.all(np.diff(transition) > 0)
onset = transition[k_grid >= kF].min()
edge_non = Eg + shift_non - X
assert abs(onset - edge_non) < 1e-7

# --- printed numbers
a_eff = 2 * KIN * epsr / (mc * COUL)
rs = (3 / (4 * np.pi * n_main))**(1 / 3) / a_eff
edge_par = Eg + shift_par - X
meV = 1e3
print("Inputs (rounded, rough InAs values)")
print(f"gap Eg = {Eg*meV:.0f} meV, spin-orbit = {so_split*meV:.0f} meV")
print(f"mc = {mc:.3f} m0, mv = {mv:.2f} m0, epsr = {epsr:.0f}")
print(f"hbar^2/(2 m0) = {KIN*meV:.3f} meV nm^2")
print(f"e^2/(4 pi eps0) = {COUL*meV:.2f} meV nm")
print(f"Main case: n = {n_main/PER_CM3:.1e} cm^-3")
print(f"kF = {kF:.4f} nm^-1")
print(f"mc/mv = {mc/mv:.4f}")
print(f"EF parabolic (= e0) = {e0*meV:.2f} meV")
print(f"EF nonparabolic = {EF*meV:.2f} meV")
print(f"EF/Eg nonparabolic = {EF/Eg:.4f}")
print(f"heavy-hole energy at kF = {hole*meV:.2f} meV")
print(f"shift parabolic = {shift_par*meV:.2f} meV")
print(f"shift nonparabolic = {shift_non*meV:.2f} meV")
print(f"(1+mc/mv)*EF with nonparabolic EF = {(1+mc/mv)*EF*meV:.2f} meV")
print(f"exchange lowering, band bottom = {2*X*meV:.2f} meV")
print(f"exchange lowering at kF, X = {X*meV:.2f} meV")
print(f"net shift parabolic = {(shift_par-X)*meV:.2f} meV")
print(f"net shift nonparabolic = {(shift_non-X)*meV:.2f} meV")
print(f"net nonparabolic if bottom value subtracted = "
      f"{(shift_non-2*X)*meV:.2f} meV")
print(f"edge parabolic = {edge_par*meV:.1f} meV")
print(f"edge nonparabolic = {edge_non*meV:.1f} meV"
      f" = {HC/edge_non/1e3:.3f} micrometre")
print(f"onset found by search = {onset*meV:.1f} meV")
print(f"light-hole edge without exchange = {light_hole_edge*meV:.1f} meV")
print(f"effective Bohr radius = {a_eff:.2f} nm, rs = {rs:.3f}")
print(f"p weight of conduction state at kF = {p_weight:.3f}")
print(f"EF eight-band Kane = {EF_kane*meV:.2f} meV")
print("Table, energies in meV; net = nonparabolic shift - X")
print("n (cm^-3)  par.shift  nonpar.shift     X     net  EF2band  EF8band")
for density in (1e17, 3e17, 1e18, 3e18):
    q = fermi_wavenumber(density * PER_CM3)
    s_par = (1 + mc / mv) * KIN * q**2 / mc
    s_non = shift_nonparabolic(q)
    x = exchange_at_kF(q)
    e2 = fermi_nonparabolic(q)
    e8 = kane_eight_band([0, 0, q], so_split, 1)[0][-1]
    print(f"{density:.0e} {s_par*meV:12.2f} {s_non*meV:12.2f}"
          f" {x*meV:8.2f} {(s_non-x)*meV:7.2f}"
          f" {e2*meV:8.2f} {e8*meV:8.2f}")
print("all good")
```

It fails:

```
Traceback (most recent call last):
  File "check.py", line 163, in <module>
    assert np.all(np.diff(transition) > 0)
AssertionError
```

Diagnosis: The fault was in the program's wavenumber grid, not in the physics. The 150 evenly spaced points from 0.02 kF to 3 kF already contained kF, up to rounding, and the program then appended kF a second time. The energy step between these two coinciding points was zero or rounding noise, so the test for a strictly rising transition energy failed. The grid is now built as exact fiftieths of kF, with kF present once; the tested quantities, all assertions and all tolerances are unchanged.

Repair:

```diff
@@ -153,6 +153,6 @@
 
 # --- absorption onset: lowest vertical transition into an empty state
-k_grid = np.linspace(0.02, 3, 150) * kF
-k_grid = np.sort(np.append(k_grid, kF))
+#     (grid of fiftieths of kF, so that kF itself occurs exactly once)
+k_grid = np.arange(1, 151) / 50 * kF
 transition = []
 for k in k_grid:
```

The mended program passes:

```
Inputs (rounded, rough InAs values)
gap Eg = 420 meV, spin-orbit = 390 meV
mc = 0.026 m0, mv = 0.40 m0, epsr = 15
hbar^2/(2 m0) = 38.100 meV nm^2
e^2/(4 pi eps0) = 1439.96 meV nm
Main case: n = 1.0e+18 cm^-3
kF = 0.3094 nm^-1
mc/mv = 0.0650
EF parabolic (= e0) = 140.25 meV
EF nonparabolic = 110.94 meV
EF/Eg nonparabolic = 0.2641
heavy-hole energy at kF = 9.12 meV
shift parabolic = 149.36 meV
shift nonparabolic = 120.06 meV
(1+mc/mv)*EF with nonparabolic EF = 118.15 meV
exchange lowering, band bottom = 18.91 meV
exchange lowering at kF, X = 9.45 meV
net shift parabolic = 139.91 meV
net shift nonparabolic = 110.61 meV
net nonparabolic if bottom value subtracted = 101.15 meV
edge parabolic = 559.9 meV
edge nonparabolic = 530.6 meV = 2.337 micrometre
onset found by search = 530.6 meV
light-hole edge without exchange = 641.9 meV
effective Bohr radius = 30.53 nm, rs = 0.203
p weight of conduction state at kF = 0.173
EF eight-band Kane = 114.26 meV
Table, energies in meV; net = nonparabolic shift - X
n (cm^-3)  par.shift  nonpar.shift     X     net  EF2band  EF8band
1e+17        32.18        30.27     4.39   25.88    28.31    28.56
3e+17        66.94        59.60     6.33   53.27    55.51    56.44
1e+18       149.36       120.06     9.45  110.61   110.94   114.26
3e+18       310.69       217.16    13.63  203.53   198.20   207.41
all good
```
